# Incoherent modulation transfer of a circular pupil at half cutoff: a program that tests the result

```python
"""Incoherent modulation transfer of an aberration-free circular pupil.

Result under test:
    M(nu) = (2/pi) * (arccos(nu) - nu*sqrt(1-nu**2)),  0 <= nu <= 1,
    M(1/2) = 2/3 - sqrt(3)/(2*pi).
nu    : spatial frequency divided by the incoherent cutoff 2*NA/wavelength
q     : the same frequency in units of NA/wavelength, q = 2*nu
sigma : radius of the source disc divided by the pupil radius
Modulation means (Imax - Imin)/(Imax + Imin).
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad, simpson
from scipy.special import j0, j1


def transfer_formula(nu):
    return 2 / np.pi * (np.arccos(nu) - nu * np.sqrt(1 - nu**2))


def transfer_from_strips(nu):
    """Common area of two shifted unit discs, summed over horizontal strips."""
    q = 2 * nu

    def common_length(y):
        half_chord = np.sqrt(max(0.0, 1 - y * y))
        return max(0.0, 2 * half_chord - q)

    kink = np.sqrt(1 - nu**2)
    area = 2 * quad(common_length, 0, 1, points=[kink],
                    epsabs=1e-11, epsrel=1e-11, limit=300)[0]
    return area / np.pi


# Fourier transform of the Airy pattern (2*J1(v)/v)**2, radial form.
v_end = 2000.0
v = np.linspace(1e-10, v_end, 200001)
airy_weight = j1(v)**2 / v
# The mean of J1(v)**2 is 1/(pi*v) at large v: add this slowly decaying tail.
airy_energy = simpson(airy_weight, x=v) + 1 / (np.pi * v_end)


def transfer_from_airy(nu):
    return simpson(airy_weight * j0(2 * nu * v), x=v) / airy_energy


for nu in (0.25, 0.5, 0.75):
    assert abs(transfer_from_strips(nu) - transfer_formula(nu)) < 1e-8
    # Truncation of the oscillating radial integral limits the accuracy.
    assert abs(transfer_from_airy(nu) - transfer_formula(nu)) < 1e-6

# Exact value by symbolic integration of the overlap.
t = sp.symbols("t", real=True)
exact = sp.simplify(4 / sp.pi * sp.integrate(
    sp.sqrt(1 - t**2), (t, sp.Rational(1, 2), 1)))
closed = sp.Rational(2, 3) - sp.sqrt(3) / (2 * sp.pi)
assert abs(float(sp.N(exact - closed, 30))) < 1e-20
half_value = transfer_formula(0.5)
assert abs(half_value - float(exact)) < 1e-12

# Slope from finite differences of the strip area.
step = 1e-3
slope_numeric = (transfer_from_strips(0.5 + step)
                 - transfer_from_strips(0.5 - step)) / (2 * step)
slope = -4 / np.pi * np.sqrt(1 - 0.5**2)
assert abs(slope_numeric - slope) < 1e-5

# Partial sums of the small-frequency expansion at half cutoff.
series_1 = 1 - 4 / np.pi * 0.5
series_3 = series_1 + 4 / np.pi * 0.5**3 / 6
series_5 = series_3 + 4 / np.pi * 0.5**5 / 40
strip_value = transfer_from_strips(0.5)
assert series_1 < series_3 < series_5 < strip_value
assert strip_value - series_5 < 2e-4


def abbe_image(sigma, q=1.0, n=1200):
    """Image of the mask amplitude cos(pi*q*x), summed over source points."""
    axis = ((np.arange(n) + 0.5) / n * 2 - 1) * sigma
    sx, sy = np.meshgrid(axis, axis)
    inside = sx**2 + sy**2 <= sigma**2
    sx, sy = sx[inside], sy[inside]
    plus = ((sx + q / 2)**2 + sy**2 <= 1).astype(float)
    minus = ((sx - q / 2)**2 + sy**2 <= 1).astype(float)
    positions = np.arange(8) / (8 * q)
    image = []
    for x in positions:
        wave = np.exp(1j * np.pi * q * x)
        field = 0.5 * (plus * wave + minus * np.conj(wave))
        image.append(np.mean(np.abs(field)**2))
    return np.array(image)


contrast = {}
for sigma in (0.4, 1.0, 1.5, 1.8):
    image = abbe_image(sigma)
    contrast[sigma] = (image.max() - image.min()) / (image.max() + image.min())
    # A pure cosine passes through its mean at a quarter period.
    assert abs(image[2] / image.mean() - 1) < 1e-8

# The finite source grid resolves disc areas to better than one part in 1000.
quarter_value = transfer_formula(0.25)
matched_contrast = half_value / quarter_value
assert abs(contrast[0.4] - 1) < 1e-8
assert abs(contrast[1.0] - matched_contrast) < 1e-3
assert abs(contrast[1.5] - half_value) < 1e-3
assert abs(contrast[1.8] - half_value) < 1e-3

# Worked example with round model parameters.
wavelength_nm = 200.0
NA = 0.5
cutoff = 2 * NA / wavelength_nm
half_frequency = cutoff / 2
theta = np.arccos(0.5)
triangle = np.sin(theta) * np.cos(theta)
overlap = 2 * (theta - triangle)
assert abs(overlap / np.pi - strip_value) < 1e-8
assert max(contrast) * NA < 1

print(f"wavelength: {wavelength_nm:.0f} nm")
print(f"numerical aperture: {NA:.1f} (dimensionless)")
print(f"incoherent cutoff: {cutoff:.4f} cycles/nm")
print(f"half-cutoff frequency: {half_frequency:.4f} cycles/nm")
print(f"period at cutoff: {1 / cutoff:.1f} nm")
print(f"period at half cutoff: {1 / half_frequency:.1f} nm")
print(f"half-angle theta: {theta:.6f} rad")
print(f"sector area: {theta:.6f} pupil radius squared")
print(f"triangle area: {triangle:.6f} pupil radius squared")
print(f"segment area: {theta - triangle:.6f} pupil radius squared")
print(f"overlap area: {overlap:.6f} pupil radius squared")
print(f"pupil area: {np.pi:.6f} pupil radius squared")
print(f"M(1/2), formula: {half_value:.6f} (dimensionless)")
print(f"M(1/2), strip area: {strip_value:.6f} (dimensionless)")
print(f"M(1/2), Airy transform: {transfer_from_airy(0.5):.6f} (dimensionless)")
print(f"M(1/4), formula: {quarter_value:.6f} (dimensionless)")
print(f"M(3/4), formula: {transfer_formula(0.75):.6f} (dimensionless)")
print(f"slope dM/dnu at 1/2: {slope:.6f} (dimensionless)")
print(f"series through nu^1: {series_1:.6f} (dimensionless)")
print(f"series through nu^3: {series_3:.6f} (dimensionless)")
print(f"series through nu^5: {series_5:.6f} (dimensionless)")
print(f"image maximum / mean: {1 + half_value:.4f} (dimensionless)")
print(f"image minimum / mean: {1 - half_value:.4f} (dimensionless)")
ratio = (1 + half_value) / (1 - half_value)
print(f"image maximum / minimum: {ratio:.4f} (dimensionless)")
for sigma, value in contrast.items():
    print(f"Abbe modulation, sigma={sigma:.1f}: {value:.4f} (dimensionless)")
    print(f"largest source sine, sigma={sigma:.1f}: {sigma * NA:.2f}")
print(f"M(1/2)/M(1/4): {matched_contrast:.4f} (dimensionless)")
print("finished without a failed check")
```

Running it gives:

```
wavelength: 200 nm
numerical aperture: 0.5 (dimensionless)
incoherent cutoff: 0.0050 cycles/nm
half-cutoff frequency: 0.0025 cycles/nm
period at cutoff: 200.0 nm
period at half cutoff: 400.0 nm
half-angle theta: 1.047198 rad
sector area: 1.047198 pupil radius squared
triangle area: 0.433013 pupil radius squared
segment area: 0.614185 pupil radius squared
overlap area: 1.228370 pupil radius squared
pupil area: 3.141593 pupil radius squared
M(1/2), formula: 0.391002 (dimensionless)
M(1/2), strip area: 0.391002 (dimensionless)
M(1/2), Airy transform: 0.391002 (dimensionless)
M(1/4), formula: 0.685038 (dimensionless)
M(3/4), formula: 0.144294 (dimensionless)
slope dM/dnu at 1/2: -1.102658 (dimensionless)
series through nu^1: 0.363380 (dimensionless)
series through nu^3: 0.389906 (dimensionless)
series through nu^5: 0.390901 (dimensionless)
image maximum / mean: 1.3910 (dimensionless)
image minimum / mean: 0.6090 (dimensionless)
image maximum / minimum: 2.2841 (dimensionless)
Abbe modulation, sigma=0.4: 1.0000 (dimensionless)
largest source sine, sigma=0.4: 0.20
Abbe modulation, sigma=1.0: 0.5708 (dimensionless)
largest source sine, sigma=1.0: 0.50
Abbe modulation, sigma=1.5: 0.3910 (dimensionless)
largest source sine, sigma=1.5: 0.75
Abbe modulation, sigma=1.8: 0.3910 (dimensionless)
largest source sine, sigma=1.8: 0.90
M(1/2)/M(1/4): 0.5708 (dimensionless)
finished without a failed check
```
